# Field Profile, Length and Gradient Limit of a Sodium Zeeman Slower

## Problem

A beam of sodium atoms leaves an oven at $T=600$ K and travels along $+z$. A laser beam travelling along $-z$ slows it. As an atom slows, its Doppler shift changes, and a magnetic field $B(z)$ along the axis compensates the change by shifting the atomic transition. The atoms are to slow at constant deceleration from the most probable speed in the beam, $v_0$, to $v_f=30$ m/s.

The following values, close to those of sodium, are taken as given inputs of the model: mass $m=23.0$ u, wavelength $\lambda=589$ nm, and decay rate $\Gamma$ of the excited state with $\Gamma/2\pi=9.8$ MHz. The laser has saturation parameter $s=3$, defined below. The deceleration is chosen as half the largest value that light of any intensity can produce.

1. What field profile is required?
2. How long is the slower, and what field span does it need?
3. How steep may the field be before atoms stop following it?

The motion is treated in one dimension with the mean light force and a uniform laser intensity. The atoms are assumed to be already pumped into the ground state used for slowing. Transverse spreading, random recoil and absorption of the laser by the beam are left out.

## First estimate by scaling

**Speed.** The density of atoms in the oven with speed near $v$ is proportional to $v^2e^{-mv^2/2k_BT}$. Fast atoms leave more often, in proportion to $v$, so the flux in the beam is proportional to $v^3e^{-mv^2/2k_BT}$. Setting its derivative to zero gives

$$3v^2-\frac{mv^4}{k_BT}=0\quad\Rightarrow\quad v_0=\sqrt{\frac{3k_BT}{m}}=806.7\ \text{m/s}.$$

**Length.** Each absorbed photon changes the speed by $v_r=\hbar k/m=2.946$ cm/s, where $k=2\pi/\lambda$. If one photon is scattered per lifetime $1/\Gamma$, the deceleration is of order

$$v_r\Gamma=(0.02946\ \text{m/s})(6.1575\times10^7\ \text{s}^{-1})\approx1.81\times10^6\ \text{m/s}^2 .$$

The only length that can be formed from a speed and a deceleration is

$$L_{\rm est}=\frac{v_0^2}{v_r\Gamma}\approx0.36\ \text{m}.$$

**Field.** The Zeeman shift must be comparable to the initial Doppler shift, $kv_0/2\pi=1369.5$ MHz. A magnetic moment of one Bohr magneton $\mu_B$ gives 13.996 MHz/mT, so $B_{\rm est}=1369.5/13.996\approx98$ mT.

**Gradient.** Dividing the two gives $B_{\rm est}/L_{\rm est}\approx270$ mT/m. This estimate does not say where along the slower a limit applies, nor how it depends on the laser intensity.

## Exact solution within the model

### The light force

Let $\Delta$ be the laser frequency seen by the atom minus its transition frequency, both angular. Let $\Omega$ be the Rabi frequency. In the frame rotating with the laser, the excited population $p=\rho_{ee}$ and the coherence $\rho_{eg}$ of a two-level atom obey

$$\dot p=-\Gamma p-\frac{i\Omega}{2}(\rho_{ge}-\rho_{eg}),$$

$$\dot\rho_{eg}=-\left(\frac{\Gamma}{2}-i\Delta\right)\rho_{eg}-\frac{i\Omega}{2}(1-2p),$$

where $\rho_{gg}=1-p$ has been used. In the steady state the second equation gives

$$\rho_{eg}=-\frac{i\Omega}{2}(1-2p)\,\frac{\Gamma/2+i\Delta}{\Gamma^2/4+\Delta^2}.$$

Since $\rho_{ge}=\rho_{eg}^*$, the difference $\rho_{ge}-\rho_{eg}$ equals $-2i\,\mathrm{Im}\,\rho_{eg}$. The first equation then becomes $\Gamma p=-\Omega\,\mathrm{Im}\,\rho_{eg}$, so that

$$p=(1-2p)\frac{\Omega^2/4}{\Gamma^2/4+\Delta^2}=(1-2p)\frac{s/2}{1+4\Delta^2/\Gamma^2},\qquad s=\frac{2\Omega^2}{\Gamma^2}.$$

Multiplying by the denominator and collecting $p$ gives

$$p=\frac{s/2}{1+s+4\Delta^2/\Gamma^2}.$$

Photons are scattered at the rate $\Gamma p$. Each absorption removes momentum $\hbar k$, while the recoils of spontaneous emission average to zero. The deceleration is therefore

$$A(\Delta)=\frac{\hbar k\Gamma}{m}p=a_{\max}\frac{s}{1+s+4\Delta^2/\Gamma^2},\qquad a_{\max}=\frac{\hbar k\Gamma}{2m}.$$

At fixed $s$ it is largest on resonance, where it equals

$$a_{\lim}=a_{\max}\frac{s}{1+s}.$$

For weak light this is nearly $s\,a_{\max}$. For strong light it approaches $a_{\max}$, because the excited population cannot exceed one half. Here

$$a_{\max}=9.07\times10^5\ \text{m/s}^2,\qquad a_{\lim}=0.75\,a_{\max}=6.80\times10^5\ \text{m/s}^2 .$$

The design value is $a=\eta a_{\max}$ with $\eta=0.5$, or $4.53\times10^5$ m/s². It lies below $a_{\lim}$, as it must.

### The Zeeman shift

The cycle uses the ground state with $m_S=\tfrac12$, $m_I=\tfrac32$ and the excited P state with $m_L=1$, $m_S=\tfrac12$, $m_I=\tfrac32$. Each is the only state of its manifold with the largest total projection, 2 and 3 respectively. Spin-orbit coupling, hyperfine coupling and an axial field all conserve this projection, so none of them can mix either state with another. Light of $\sigma^+$ polarization, defined about the field axis, drives the transition. Emission changes the projection by at most one, so the excited atom returns to the same ground state and the cycle is closed.

With spin factor $g_S$ and the common nuclear energy $E_I$, the magnetic energies are

$$E_g=\tfrac12g_S\mu_BB+E_I,\qquad E_e=\left(1+\tfrac12g_S\right)\mu_BB+E_I .$$

Their difference is $\mu_BB$: the spin and nuclear parts cancel. The transition frequency is therefore $\omega_0+\mu_BB/\hbar$, linear in the field.

### The profile

An atom moving against the light sees the laser frequency raised by $kv$, to first order in $v/c$. If $\delta_0$ is the laser detuning from $\omega_0$ for an atom at rest, then

$$\Delta=\delta_0+kv-\frac{\mu_BB}{\hbar}.$$

Constant deceleration means $v\,dv/dz=-a$. Integrating from the entrance at $z=0$ gives

$$v(z)=\sqrt{v_0^2-2az}.$$

A constant force at constant intensity requires a constant detuning $\Delta=\Delta_*$. Solving for the field,

$$B(z)=\frac{\hbar(\delta_0-\Delta_*)}{\mu_B}+\frac{\hbar k}{\mu_B}v(z),$$

or

$$\boxed{B(z)=B_b+\frac{\hbar kv_0}{\mu_B}\sqrt{1-\frac{z}{L_0}},\qquad L_0=\frac{v_0^2}{2a}}$$

with $B_b=\hbar(\delta_0-\Delta_*)/\mu_B$. This answers the first question. The bias $B_b$ is set by the laser frequency and affects neither the span nor the gradient. It is taken as zero below, and all exit speeds refer to the plane $z=L$. The bias does matter beyond that plane. With $B_b=0$ and the field falling to zero, an atom at 30 m/s is only about 44 MHz from resonance, and the same force law stops it within about 1 cm. A real slower therefore needs a bias, and with it a laser detuning, large enough that the atoms fall far out of resonance when the field ends. With $B_b=-30$ mT and an abrupt drop to zero field, the atom still has about 27 m/s after 20 cm.

### The locked detuning and its stability

Setting $A(\Delta_*)=\eta a_{\max}$ gives

$$\frac{4\Delta_*^2}{\Gamma^2}=\frac{s}{\eta}-1-s=\frac{3}{0.5}-1-3=2,$$

hence $|\Delta_*|=\Gamma/\sqrt2$. To choose the sign, let an atom have speed $v=v_d(z)+u$, where $v_d$ is the design speed. Its detuning is $\Delta_*+ku$. Because $dv_d/dz=-a/v_d$,

$$\dot u=-A(\Delta_*+ku)+\frac{a}{v_d}(v_d+u)\approx-\left[kA'(\Delta_*)-\frac{a}{v_d}\right]u .$$

The bracket must be positive for the error to shrink. Differentiating $A$ and using $1+s+4\Delta_*^2/\Gamma^2=s/\eta$,

$$A'(\Delta_*)=-\frac{8a_{\max}\eta^2\Delta_*}{s\,\Gamma^2},$$

which is positive only for the negative root. Then an atom that is slightly too fast moves closer to resonance and is pushed harder. The laser is therefore tuned to $\Delta_*/2\pi=-6.93$ MHz, and the atom runs $|\Delta_*|/k=4.1$ m/s below the speed that would be resonant.

The negative root is necessary but not sufficient. For these parameters $kA'\approx7.4\times10^4$ s$^{-1}$, while $a/v_f\approx1.5\times10^4$ s$^{-1}$ at the exit, so the lock holds there. The two become equal at a design speed near 6 m/s. Below that speed errors grow, so this profile should not be continued to rest.

Trajectories integrated from the light force confirm the choice of sign. An atom entering 3 m/s too fast leaves at 30.00 m/s with the negative root, and at 802.0 m/s with the positive one.

### Length and span

Setting $v(L)=v_f$ gives

$$L=\frac{v_0^2-v_f^2}{2a}=\frac{806.7^2-30^2}{2(4.5343\times10^5)}\ \text{m}=0.717\ \text{m}.$$

Stopping completely would take $L_0=0.7175$ m, only a millimetre more, because little kinetic energy remains at 30 m/s. The slowing takes $(v_0-v_f)/a=1.71$ ms and about $(v_0-v_f)/v_r\approx26\,400$ photons.

The field span is

$$B(0)-B(L)=\frac{\hbar k(v_0-v_f)}{\mu_B}=97.85-3.64\ \text{mT}=94.2\ \text{mT},$$

or 942 G. It depends on the change of speed and not on the deceleration: a gentler slower is longer but needs the same span.

### The maximum gradient

Consider any falling field. Differentiating the detuning along the path gives $d\Delta/dt=k\,dv/dt-(\mu_B/\hbar)\,v\,dB/dz$. An atom follows the field when $\Delta$ stays within a few linewidths while $kv$ changes by many tens of linewidths, so that $d\Delta/dt$ is small compared with either term. It vanishes exactly only for the square-root profile. Setting it to zero gives

$$k\frac{dv}{dt}=\frac{\mu_B}{\hbar}\,v\frac{dB}{dz}.$$

The field thus demands a deceleration $(\mu_Bv/\hbar k)\,|dB/dz|$. The light can supply at most $a_{\lim}$, and at equality the atom sits on resonance, where $A'=0$ and there is no restoring force. Steady following therefore requires

$$\boxed{\left|\frac{dB}{dz}\right|<\frac{\hbar k\,a_{\lim}}{\mu_Bv}}$$

This is a necessary condition for steady following, not a sufficient one: the lock must also be stable, $kA'(\Delta_*)>a/v_d$, and $A'$ vanishes as the limit is approached. For square-root profiles the speed below which errors grow rises from 6 m/s at the design value to 13 m/s at 0.95 of the limit, 29 m/s at 0.99 and 41 m/s at 0.995, so for $v_f=30$ m/s the last percent below the limit is not usable. A field that exceeds it only slightly and briefly can still be followed if the atom starts far enough below resonance, because the detuning needs time to drift through resonance. The square-root profile keeps a constant ratio to the limit, so there the excess persists along the whole slower, and even 1% is enough to lose an atom that enters at $v_0$ on resonance.

The limit is local. A fast atom crosses a given field change in less time, so the bound is tightest at the entrance. Since $\hbar kv_0/\mu_B=97.85$ mT, the entrance value is

$$\frac{\hbar ka_{\lim}}{\mu_Bv_0}=97.85\ \text{mT}\times\frac{6.8014\times10^5\ \text{m/s}^2}{(806.7\ \text{m/s})^2}=102.3\ \text{mT/m},$$

or 10.2 G/cm. Unlimited laser intensity would raise it only to 136.4 mT/m.

The gradient of the square-root profile follows from $B=B_b+\hbar kv/\mu_B$ and $dv/dz=-a/v$:

$$\left|\frac{dB}{dz}\right|=\frac{\hbar ka}{\mu_Bv}.$$

It is 68.2 mT/m at the entrance. Its ratio to the local limit is $a/a_{\lim}=0.5/0.75=2/3$ at every point, since $v$ cancels. The profile keeps the same relative margin throughout:

| $z/L$ | $v$ (m/s) | $B$ (mT) | gradient (mT/m) | limit (mT/m) |
|---|---|---|---|---|
| 0 | 806.7 | 97.9 | 68 | 102 |
| 0.5 | 570.8 | 69.2 | 96 | 145 |
| 1 | 30.0 | 3.6 | 1833 | 2750 |

Halfway along, the atom still has about 70% of its speed, because constant deceleration removes equal kinetic energy, not equal speed, per unit length. The steep fall of the field is concentrated near the exit. A real coil rounds off this last part, and the present solution does not include that.

The limit was tested with square-root profiles designed on either side of it. At 0.95 of the limit the atom leaves at 30.0 m/s. At 1.05 it loses the lock and leaves at 767.8 m/s.

### A second case: the linear field

A field falling at a constant rate $G$ demands the deceleration $\mu_BGv/\hbar k$, which decreases as the atom slows. If the atom can follow at the entrance, the limit is satisfied further along, but the available force is used less and less.

Suppose both fields have the same entrance gradient $\hbar ka/(\mu_Bv_0)$ and are designed for slowing to $v_1$. The linear field needs the length $v_0(v_0-v_1)/a$, and the square-root field needs $(v_0^2-v_1^2)/2a$. The ratio is

$$\frac{L_{\rm lin}}{L_{\rm root}}=\frac{2v_0}{v_0+v_1},$$

which is 1.6 for $v_1=200$ m/s.

In a trajectory with $G$ at 0.95 of the entrance limit and a design exit speed of 200 m/s, the atom leaves at 190.8 m/s. The shortfall follows from the force law. The demanded fraction of $a_{\max}$ falls from $0.95\times0.75=0.71$ to about 0.18. The relation for $\Delta_*$ then gives a lag behind resonance that grows from about 1 to about 10 m/s. At 1.30 of the entrance limit the atom is lost and leaves at 791.9 m/s.

### Which atoms are slowed

An atom that enters more slowly than $v_0$ is at first far from resonance. It drifts until the field has fallen nearly to the value matching its speed, and then joins the others. The exception is the very few atoms that enter between $v_f$ and about 50 m/s: off-resonant light slows them before they can lock fully, and they leave noticeably below $v_f$. An atom entering at 40 m/s, for example, leaves at about 26 m/s. In the integrated trajectories, an atom entering at 400 m/s leaves at 30.00 m/s. One entering at 836.7 m/s, 30 m/s above the design speed, leaves at 835.0 m/s, almost unaffected.

The share of the flux below $v_0$ follows from the substitution $w=mv^2/2k_BT$, which turns $v^3e^{-mv^2/2k_BT}dv$ into a constant times $we^{-w}dw$. At $v_0$, $w=3/2$, so

$$\int_0^{3/2}we^{-w}dw=1-\frac52e^{-3/2}=0.442 .$$

Atoms below $v_f$ do not change this figure at the digits shown. Thus 44% of the flux lies between $v_f$ and $v_0$. The range that can be slowed reaches slightly higher. An atom entering with excess speed $u$ has detuning $\Delta_*+ku$, and it is pushed harder than the design value as long as $|\Delta_*+ku|<|\Delta_*|$, that is for $u<2|\Delta_*|/k\approx8$ m/s. At that edge $w\approx1.53$, and the share is $1-2.53\,e^{-1.53}\approx0.45$. This is not the fraction delivered to a target, since spreading of the beam and imperfect pumping are left out.

## Comparison of the estimate with the solution

**Length.** Since $v_r\Gamma=2a_{\max}$, the solution can be written

$$L_0=\frac{v_0^2}{2\eta a_{\max}}=\frac{L_{\rm est}}{\eta}.$$

For $\eta=0.5$ the slower is twice as long as estimated: 0.72 m instead of 0.36 m. The estimate assumed one photon per lifetime. Saturation allows at most one per two lifetimes, and the design uses half of that. The factor $\tfrac12$ in $v_0^2/2a$, which the estimate also omitted, compensates one of these two factors of 2.

**Span.** The estimate of 98 mT exceeds the exact span by the fraction $v_f/(v_0-v_f)$, about 4%, because it assumed slowing to rest.

**Gradient.** The entrance limit is smaller than the estimate by the factor

$$\frac{a_{\lim}}{v_r\Gamma}=\frac12\,\frac{s}{1+s}=0.375,$$

which turns about 270 into 102 mT/m. The estimate has the correct dependence on $k$, $\Gamma$, $m$ and $v_0$, but it misses the dependence on position. The mean gradient of the actual profile is $94.21/0.7165\approx131$ mT/m, which exceeds the entrance limit. The profile is nevertheless allowed, because its steep part lies where the atoms are slow. A straight ramp with the same span and length would exceed the entrance limit by a factor of about 1.29.

**Oven temperature.** At fixed $\eta$ and $s$, and with $v_f\ll v_0\propto\sqrt T$, the length grows as $T$, the span as $\sqrt T$, and the entrance limit falls as $1/\sqrt T$. A hotter beam thus needs a longer slower, a larger field and a gentler start.

The remaining values along the slower are in the numerical output below.

## Values computed for the example and the checks

```
atomic mass (rounded input): 23.0 u
wavelength (rounded input): 589 nm
Gamma/2pi (rounded input): 9.8 MHz
oven temperature: 600 K
exit speed vf: 30 m/s
eta = a/a_max: 0.50
saturation parameter s: 3.0
wavenumber k: 1.0668e+07 1/m
Gamma: 6.1575e+07 1/s
recoil speed: 2.946 cm/s
most probable beam speed v0: 806.7 m/s
flux fraction between vf and v0: 0.442
a_max: 9.0686e+05 m/s^2
a_lim at this s: 6.8014e+05 m/s^2
design deceleration a: 4.5343e+05 m/s^2
full stopping length L0: 0.7175 m
slower length L: 0.7165 m
transit time: 1.713 ms
scattered photons: 26367
Doppler shift k v0/2pi: 1369.5 MHz
muB/h: 13.996 MHz/mT
entrance field: 97.85 mT
exit field: 3.64 mT
field span: 94.21 mT
field span converted: 942.1 G
lock detuning/2pi: -6.93 MHz
speed lag |lock|/k: 4.08 m/s
entrance gradient, design: 68.2 mT/m
entrance gradient limit: 102.3 mT/m
entrance limit converted: 10.228 G/cm
entrance limit, s to infinity: 136.4 mT/m
z/L | z (m) | v (m/s) | B (mT) | |dB/dz| (mT/m) | limit (mT/m)
0.00 | 0.0000 | 806.7 | 97.85 | 68.2 | 102.3
0.25 | 0.1791 | 698.7 | 84.76 | 78.7 | 118.1
0.50 | 0.3583 | 570.8 | 69.24 | 96.4 | 144.5
0.75 | 0.5374 | 404.2 | 49.03 | 136.1 | 204.1
1.00 | 0.7165 | 30.0 | 3.64 | 1833.4 | 2750.1
trajectory: largest deviation from v(z): 9.7e-09 m/s
enters at 400.0 m/s, leaves at 30.00 m/s
enters at 836.7 m/s, leaves at 835.0 m/s
v0 + 3 m/s, negative root: leaves at 30.00 m/s
v0 + 3 m/s, positive root: leaves at 802.0 m/s
root profile at 0.95 of limit: exit 30.0 m/s
root profile at 1.05 of limit: exit 767.8 m/s
linear field, speed aimed at: 200 m/s
linear, 0.95 of entrance limit: exit 190.8 m/s
linear, 1.30 of entrance limit: exit 791.9 m/s
```
